# Density and Distance of Interface Defects That Pin a Gate Fermi Level, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Charge, potential and occupation

A calculation of the threshold voltage of a transistor with a metal gate on a high-k film needs a number for the effective work function of the gate. If the film contains charged defects near the gate, a decision has to be made. Either the Fermi level is placed at the defect level, and the choice of metal hardly matters, or the metal keeps its own alignment and the defects enter as a correction. The first choice requires defects that can supply a large enough dipole layer. The question is how many defects that takes, and how far from the metal they must lie.

For a uniformly charged sheet the answer is not a density and a distance separately, but a lower limit on their product. The product also has an upper limit, because too strong a dipole layer carries the Fermi level past the defect level and out on the other side.

### Setting and conventions

The metal gate fills the half-space $z<0$, and the dielectric, of permittivity $\varepsilon$, begins at $z=0$. A plane at $z=d$ holds $N$ defects per unit area. Each is a single donor, neutral when its level is filled and of charge $+e$ when it is empty, with $e>0$. The distance $d$ is the charge-separation distance: the positive charge sits on the defects, and the electrons they have lost sit at the metal surface. This treats the gate as an ideal conductor. In a real metal the screening charge is spread over a finite length $\lambda$, which acts as a capacitor in series. If that region has the vacuum permittivity $\varepsilon_0$, the potential step is that of an effective distance $d+(\varepsilon/\varepsilon_0)\lambda$. For a high-k film this is not a small correction: $\lambda=0.02$ nm and a relative permittivity of 20 add 0.4 nm. All numbers below are for $\lambda=0$.

Let $E_F$ be the Fermi level of the gate and $E_D$ the defect level, both as electron energies. Define

$$
\Delta=E_D-E_F,\qquad x=\frac{\Delta}{kT},
$$

where $k$ is the Boltzmann constant and $T$ the temperature. Positive $\Delta$ means that the level lies above the Fermi level, so that a donor tends to be empty. The values before any charge has been transferred are $\Delta_0$ and $x_0=\Delta_0/kT$. A metal of large work function has a low $E_F$ and therefore a large $\Delta_0$.

Four assumptions are used for the main result.

1. The stack is at flat band and has no other charge in the dielectric. The field beyond the defect plane then vanishes, and the whole compensating charge is on the gate.
2. The defect charge acts as a laterally uniform sheet, and all defects have the same level. This is a mean-field assumption, and Part II examines what happens without it.
3. One charge transition is active, between the neutral and the singly positive state.
4. The defects exchange electrons with the gate and are in equilibrium with it.

The level $E_D$ is that of an isolated defect in its place near the metal. It therefore includes the attraction between a single charged defect and its own image. The image lies at distance $2d$ from the defect, and the energy is half the Coulomb energy of two real charges at that distance, namely $-e^2/(16\pi\varepsilon d)$. It lowers the charged state, and so raises $E_D$ by $e^2/(16\pi\varepsilon d)$. What remains to be calculated is the effect of the other defects.

Let $g$ be the degeneracy of the filled state divided by that of the empty state. For a level that holds one electron of either spin, and whose empty state is not degenerate, $g=2$. Finally, define the dimensionless strength of the sheet,

$$
U=\frac{e^2Nd}{\varepsilon kT}.
$$

Lemma 1 will show that $U$ is the energy shift produced by a fully ionized sheet, in units of $kT$.

### Theorem

Let $m>0$ and $x_0>m$. Under the four assumptions, the Fermi level lies within $m\,kT$ of the defect level, $|x|\le m$, if and only if

$$
(x_0-m)\left(1+g\,e^{-m}\right)\;\le\;U\;\le\;(x_0+m)\left(1+g\,e^{m}\right).
$$

The left-hand inequality, written for the density, is

$$
N\ \ge\ N_{\min}=\frac{\varepsilon\,(\Delta_0-m\,kT)}{e^2d}\left(1+g\,e^{-m}\right).
$$

The proof needs the potential of the charged sheet, the occupation of the level, and the fact that the two together have one solution.

### Lemma 1: the potential step

*If a fraction $p$ of the defects is ionized, then*

$$
\Delta=\Delta_0-\frac{e^2Npd}{\varepsilon}.
$$

*Proof.* The sheet carries the charge density $\sigma=eNp$. By Gauss's law the normal component of the displacement field jumps by $\sigma$ across it:

$$
D(d^+)-D(d^-)=\sigma .
$$

At flat band $D(d^+)=0$, so $D(d^-)=-\sigma$. Between gate and sheet the electric field is therefore $-\sigma/\varepsilon$; it points towards the metal, as it should for positive charge outside a conductor. With the potential $\phi$ set to zero at the metal surface,

$$
\phi(d)=-\int_0^d\left(-\frac{\sigma}{\varepsilon}\right)dz=\frac{\sigma d}{\varepsilon}=\frac{eNpd}{\varepsilon}.
$$

An electron at the defect plane has the additional energy $-e\phi(d)$. The level $E_D$ moves down by $e^2Npd/\varepsilon$, while $E_F$ belongs to the metal and stays where it is. Subtracting gives the stated result. $\square$

Division by $kT$ turns the lemma into

$$
x=x_0-Up .
$$

The transfer of electrons opposes its own cause. A level above $E_F$ loses electrons, and the resulting dipole layer pulls the level down towards $E_F$.

**Flat-band voltage.** Beyond the sheet the potential is constant and equal to $\phi(d)$, so the whole semiconductor is raised by this potential relative to the gate. Its bands and its Fermi level $E_{F,s}$ move down together by $e\phi(d)$. The gate voltage is defined by $eV_G=E_{F,s}-E_F$, since a positive voltage lowers the electron energies in the gate. The flat-band voltage therefore changes by

$$
\delta V_{FB}=-\phi(d)=-\frac{\Delta_0-\Delta}{e}.
$$

The effective work function of the gate is reduced by $\Delta_0-\Delta$. This is the shift that a measurement of the flat-band voltage would see from the sheet.

**Away from flat band.** Suppose that a field $F$, counted positive when it points away from the gate, exists beyond the sheet. Then $D(d^+)=\varepsilon F$, the field between gate and sheet is $F-\sigma/\varepsilon$, and $\phi(d)=\sigma d/\varepsilon-Fd$. Hence

$$
\Delta=\Delta_0+eFd-\frac{e^2Npd}{\varepsilon}.
$$

At a given $F$ the theorem applies with $\Delta_0$ replaced by $\Delta_0+eFd$, provided that the defects still follow the gate.

### Lemma 2: the same step from point charges

*Two charged defects in the plane, a distance $r$ apart, interact with the energy*

$$
v(r)=\frac{e^2}{4\pi\varepsilon}\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right],
$$

*and the integral of $v$ over the plane is $e^2d/\varepsilon$.* The dielectric is taken here to extend far beyond the defect plane.

*Proof.* A charge $+e$ at height $d$ above a metal has an image $-e$ at depth $d$. A second defect in the plane is at distance $r$ from the charge and at distance $\sqrt{r^2+(2d)^2}$ from the image. Multiplying the sum of the two potentials by $e$ gives $v(r)$. Integrating over a disc of radius $R$,

$$
\int_0^R v(r)\,2\pi r\,dr
=\frac{e^2}{2\varepsilon}\int_0^R\left[1-\frac{r}{\sqrt{r^2+4d^2}}\right]dr
=\frac{e^2}{2\varepsilon}\left[R-\sqrt{R^2+4d^2}+2d\right],
$$

because $\sqrt{r^2+4d^2}$ is the antiderivative of the second term. Now

$$
\sqrt{R^2+4d^2}-R=\frac{4d^2}{\sqrt{R^2+4d^2}+R}\longrightarrow0
\qquad(R\to\infty),
$$

and $e^2d/\varepsilon$ remains. $\square$

If charged defects of density $Np$ are placed without regard to the position of a given defect, their mean effect on it is $Np\,e^2d/\varepsilon$, in agreement with Lemma 1. The lemma also shows what the uniform sheet leaves out. The energy at an individual defect depends on where its neighbours are, and charged defects that keep away from one another feel less than the mean.

### Lemma 3: the ionized fraction

*In equilibrium with the gate, the ionized fraction of the uniform sheet is*

$$
p(x)=\frac{1}{1+g\,e^{-x}} .
$$

*Proof.* Take a piece of the sheet with $M$ defects, of area $M/N$, and let $n$ of them be charged. There are $\binom Mn$ ways to choose these. Each neutral defect contributes a further factor $g$, once the common degeneracy of the empty state has been divided out.

Moving one electron from the level to the Fermi level of the metal changes the energy by $E_F-E_D=-\Delta_0$, before interactions are counted. The interaction is the energy of a charged capacitor, half the charge times the potential step:

$$
\frac12\,(ne)\,\frac{ne\,d}{\varepsilon\,(M/N)}=\frac{n^2}{2M}\,\frac{e^2Nd}{\varepsilon}=kT\,\frac{Un^2}{2M}.
$$

The statistical weight of $n$ charged defects is therefore

$$
W_n=\binom Mn\,g^{M-n}\exp\left(x_0n-\frac{Un^2}{2M}\right).
$$

The ratio of neighbouring weights follows from $\binom{M}{n+1}/\binom Mn=(M-n)/(n+1)$ and $(n+1)^2-n^2=2n+1$:

$$
\frac{W_{n+1}}{W_n}=\frac{M-n}{n+1}\,\frac1g\,\exp\left(x_0-\frac{U(2n+1)}{2M}\right).
$$

This ratio falls as $n$ grows, so $W_n$ has a single peak, where the ratio passes through one. For large $M$, with $p=n/M$, the condition is

$$
\frac{1-p}{p}\,\frac1g\,e^{x_0-Up}=1 .
$$

By Lemma 1, $x_0-Up=x$. Hence $(1-p)/p=g\,e^{-x}$, which is the stated result.

The peak is narrow. The logarithm of the ratio has the slope $-\left[U+1/p+1/(1-p)\right]/M$ with respect to $n$. This is the curvature of $\ln W_n$, so the variance of $n$ is $M/\left[U+1/p(1-p)\right]$, where $1/p+1/(1-p)=1/p(1-p)$ was used. The spread of $n/M$ thus falls as $M^{-1/2}$, and for a large sheet the mean fraction is the fraction at the peak. $\square$

The level is half ionized at $x=\ln g$, slightly above the Fermi level when $g=2$. For $x$ well above this value $p$ approaches one. For $x$ well below it, $p\approx e^{x}/g$, and the sheet is nearly neutral.

### Lemma 4: one solution

*For given $x_0$ and $U>0$ the equation $x=x_0-U\,p(x)$ has one solution, and it lies between $x_0-U$ and $x_0$.*

*Proof.* Differentiating $p$ gives

$$
\frac{dp}{dx}=\frac{g\,e^{-x}}{(1+g\,e^{-x})^2}=p\,(1-p)>0,
$$

since $1-p=g\,e^{-x}/(1+g\,e^{-x})$. The function $f(x)=x+U\,p(x)-x_0$ therefore rises with $x$. At the two ends,

$$
f(x_0-U)=-U\left[1-p(x_0-U)\right]<0,\qquad f(x_0)=U\,p(x_0)>0 .
$$

A continuous rising function that changes sign has one zero between these points. $\square$

The solution for $x$ has to be found numerically, but the equation is easily solved for $U$. That is the direction needed here, because the wanted position of the level is given and the strength of the sheet is sought.

## Part II. The pinning window and its use

The symbols and results carried over are these. A sheet of $N$ single donors per area lies at distance $d$ from a metal gate, in a dielectric of permittivity $\varepsilon$. The defect level lies $x\,kT$ above the gate Fermi level, and $x_0\,kT=\Delta_0$ above it before charge transfer. The strength of the sheet is $U=e^2Nd/(\varepsilon kT)$, and $g$ is the degeneracy of the filled state over that of the empty one. At flat band, for a uniform sheet,

$$
x=x_0-U\,p(x),\qquad p(x)=\frac1{1+g\,e^{-x}},\qquad \frac{dp}{dx}=p(1-p),
$$

and this equation has one solution. Two charged defects at lateral distance $r$ interact with the energy $v(r)$ of Lemma 2.

### Proof of the theorem

Solving the equation for $U$ gives

$$
U=\frac{x_0-x}{p(x)}=(x_0-x)\left(1+g\,e^{-x}\right)\equiv h(x),\qquad x<x_0 .
$$

By the product rule,

$$
\frac{dh}{dx}=-\left(1+g\,e^{-x}\right)-(x_0-x)\,g\,e^{-x}<0 ,
$$

because both terms are negative for $x<x_0$. Hence $h$ falls steadily, from arbitrarily large values at very negative $x$ to zero at $x=x_0$. A stronger sheet means a lower level. Since $x_0>m$, both $m$ and $-m$ lie in the range where $h$ is defined, and

$$
-m\le x\le m\quad\Longleftrightarrow\quad h(m)\le U\le h(-m).
$$

Inserting $x=m$ and $x=-m$ into $h$ gives the two limits of the theorem. $\square$

If $|x_0|\le m$, the Fermi level is close to the defect level without any help. Only the upper limit then remains, since charge transfer can still carry the level too far down. If $x_0<-m$, the donors cannot pin at all: they lower the level, which already lies too deep.

For a uniform sheet of donors under the four assumptions, with $x_0>m$, the Fermi level has been shown to lie within $m\,kT$ of the defect level exactly when the strength $U$ lies between a lower and an upper limit. It remains to see what these limits mean in numbers, how firmly the level is held when the metal is changed, and which limit can still be used when the charges are discrete.
